# Why a measured hadronic cross section must be undressed before dispersion

**Q.** I want the hadronic contribution to the running of the electromagnetic coupling. Unitarity relates the imaginary part of the vacuum polarization to the cross section for \(e^+e^-\to\) hadrons, and a dispersion integral supplies the rest. The cross section is measured, so I put the measured values in the integral. Nature has already included every correction. What could be missing?

**A.** The measured values carry a factor that does not belong in this integral, and it can shift a contribution either up or down. The running coupling is built from the one-particle-irreducible (1PI) polarization \(\Pi\), whose diagrams cannot be separated by cutting one photon line. The measured cross section also contains vacuum polarization in the photon that joins the electrons to the hadrons.

Let me fix conventions. I use \(\hbar=c=1\), energies in GeV, metric \((+,-,-,-)\), and \(s=E^2\) approached from above the cut. The 1PI insertion is \(i(s\,g^{\mu\nu}-q^\mu q^\nu)\Pi(s)\), with \(\Pi(0)=0\), so \(\alpha\) is the coupling at zero momentum transfer. Between conserved currents the \(q^\mu q^\nu\) terms drop out. The full photon propagator is then \(g_{\mu\nu}D_\gamma\), where

\[
D_\gamma=\frac{-i}{s}+\frac{-i}{s}\,(is\Pi)\,D_\gamma=\frac{-i}{s}+\Pi D_\gamma .
\]

The first term is free propagation. The second isolates the first insertion and leaves the full propagator after it. Solving this linear equation gives

\[
D_\gamma=\frac{-i}{s\,(1-\Pi)},\qquad \alpha(-Q^2)=\frac{\alpha}{1-\Pi(-Q^2)} .
\]

In \(e^+e^-\to\) hadrons this propagator connects the electron current to an irreducible hadronic amplitude. Relative to a free photon, the amplitude is multiplied by \(1/(1-\Pi)\), and therefore

\[
\sigma=\frac{\sigma_0}{|1-\Pi(s)|^2},\qquad \sigma_0=|1-\Pi(s)|^2\,\sigma . \tag{1}
\]

Here \(\Pi=\Pi_{\rm lep}+\Pi_{\rm had}\), because any charged particle can appear in the intermediate photon. Equation (1) assumes one-photon annihilation, with initial-state radiation, electron-vertex corrections and \(Z\) exchange already removed. If a data set has already been undressed, the factor must not be applied again.

**Q.** But unitarity concerns physical cross sections. Why should it select your bare \(\sigma_0\)?

**A.** Because the cut must be applied to the function you want. For \(\Pi_{\rm had}\), the cut passes through hadrons, and the amplitudes on its two sides are irreducible. Write their product, summed over hadronic states and phase space and including the hadronic charges, as

\[
W^{\mu\nu}=(-s\,g^{\mu\nu}+q^\mu q^\nu)H(s).
\]

Consider a virtual photon with polarization \(\epsilon\), where \(\epsilon\cdot\epsilon^*=-1\) and \(\epsilon\cdot q=0\). Its forward amplitude is \(s(\epsilon\cdot\epsilon^*)\Pi_{\rm had}=-s\Pi_{\rm had}\), while contracting \(W^{\mu\nu}\) with the polarizations gives \(sH\). Unitarity equates twice the imaginary part of the former to the latter:

\[
-2\,{\rm Im}\,\Pi_{\rm had}=H .
\]

Next comes the cross section. For massless electrons the trace is \(L_{\mu\nu}=4(p_{1\mu}p_{2\nu}+p_{2\mu}p_{1\nu}-g_{\mu\nu}\,p_1\cdot p_2)\). Its contraction with \(-s\,g^{\mu\nu}\) is \(-4s(2-4)\,p_1\cdot p_2=4s^2\), since \(p_1\cdot p_2=s/2\). The spin average contributes \(1/4\), the electron charge and free propagator contribute \(e^2/s^2\), and the flux is \(2s\). Thus

\[
\sigma_0=\frac{1}{2s}\,\frac14\,\frac{e^2}{s^2}\,4s^2H=\frac{e^2H}{2s}=\frac{2\pi\alpha H}{s}=-\frac{4\pi\alpha}{s}\,{\rm Im}\,\Pi_{\rm had}.
\]

Dividing by the reference cross section \(4\pi\alpha^2/(3s)\) defines \(R\):

\[
R=\frac{3s\,\sigma_0}{4\pi\alpha^2},\qquad {\rm Im}\,\Pi_{\rm had}=-\frac{\alpha}{3}R . \tag{2}
\]

The same normalization holds for leptons. For muon pairs at \(s=0.08\ {\rm GeV}^2\), a tree calculation from Dirac traces and the imaginary part of the one-loop polarization both give \(R=0.850202\).

Now apply Cauchy's theorem to \(\Pi_{\rm had}(z)/z\). There is no pole at \(z=0\), because \(\Pi_{\rm had}(0)=0\). The large circle does not contribute if \(\Pi_{\rm had}\) grows no faster than a logarithm. The discontinuity across the positive cut is \(2i\,{\rm Im}\,\Pi_{\rm had}\), so

\[
\Pi_{\rm had}(s)=\frac{s}{\pi}\int ds'\,\frac{{\rm Im}\,\Pi_{\rm had}(s')}{s'(s'-s-i0)} .
\]

Setting \(s=-Q^2\) and using (2), the two minus signs cancel:

\[
\Pi_{\rm had}(-Q^2)=\frac{\alpha Q^2}{3\pi}\int ds'\,\frac{R(s')}{s'(s'+Q^2)} . \tag{3}
\]

The \(R\) in (3) is made from \(\sigma_0\).

**Q.** Yet the integral over measured data must represent something. It is also a positive spectral integral.

**A.** It does, and identifying it shows the double counting. Multiply numerator and denominator by \(1-\Pi^*\):

\[
{\rm Im}\,\frac{1}{1-\Pi}={\rm Im}\,\frac{1-\Pi^*}{|1-\Pi|^2}=\frac{{\rm Im}\,\Pi}{|1-\Pi|^2}.
\]

With its sign reversed, the right side is the dressed spectral function, which is positive. If all channels are included, leptons as well as hadrons, its dispersion integral gives

\[
D(s)=\frac{1}{1-\Pi(s)}-1=\frac{\Pi(s)}{1-\Pi(s)}=\Pi+\Pi^2+\cdots , \tag{4}
\]

where the expansion requires \(|\Pi|<1\). This is the reducible polarization function. Suppose you mistook \(D\) for \(\Pi\) and summed again. You would obtain \(1/(1-D)=1+D+D^2+\cdots=1+\Pi+2\Pi^2+\cdots\), whereas the correct coefficient of \(\Pi^2\) is one. Dressed hadronic data alone give the part of \(D\) whose cuts contain hadrons, which is neither \(D\) nor \(\Pi_{\rm had}\).

Equation (4) needs one qualification. With one-loop leptons, \(1-\Pi\) vanishes at an enormous spacelike momentum, the Landau pole. In the model I use below, the logarithms have total weight 7, so this happens near \(\ln(Q^2/{\rm GeV}^2)\approx3\pi/(7\alpha)\approx184\). Its effect at ordinary \(Q^2\) is negligible.

**Q.** Then I need \(\Pi\) to undress the data from which I obtain \(\Pi\). Is that not circular?

**A.** No, because (4) can be inverted. Let \(\varrho=-{\rm Im}\,\Pi/|1-\Pi|^2\) be the dressed spectral function of all channels. The electron channel means its one-photon annihilation part, \(\varrho_e=(\alpha/3)R_e/|1-\Pi|^2\). Only the bare \(R_e\) is calculated directly. Above the muon threshold \(\varrho_e=(R_e/R_\mu)\,\varrho_\mu\) follows from the dressed muon-pair rate, since both channels carry the same factor. Below it one must write \(\varrho_e=(\alpha/3)R_e|1+D|^2\), so that this part of the relation below is an equation for \(D\) to be solved self-consistently. In the numerical test the dressed electron channel is supplied by the model like every other channel. Then, at timelike \(s\),

\[
D(s)=-\frac{s}{\pi}\,{\rm P}\!\!\int ds'\,\frac{\varrho(s')}{s'(s'-s)}-i\varrho(s),\qquad |1-\Pi(s)|^2=\frac{1}{|1+D(s)|^2}.
\]

The second equation follows from \(1+D=1/(1-\Pi)\). Dressed data therefore determine their own undressing factor, provided that all channels are known and the energy dependence is resolved.

**Q.** Since \(\Pi\) is of order \(\alpha\), I would expect a correction of a percent or two. Near a narrow resonance I would guess several percent. Is that the right figure?

**A.** It is right for some resonances, but not in general. Near an isolated resonance of bare mass \(M\) and strong width \(\Gamma_0\), write

\[
\Pi=b+\frac{cs}{V},\qquad V=s-M^2+iM\Gamma_0 ,
\]

where \(b\) is everything else and varies slowly. To find \(c\), look for the resonance in the dressed propagator. It sits where \((1-b)V-cs=0\). Dividing by \(1-b\) and setting \(s\simeq M^2\) in the small term gives

\[
s-M^2+iM\Gamma_0-\frac{cM^2}{1-b}=0 .
\]

With leptons as the only open background channels, (2) gives \({\rm Im}\,b=-(\alpha/3)\sum_\ell R_\ell\). Hence \({\rm Im}[1/(1-b)]={\rm Im}\,b/|1-b|^2\), and the total width is

\[
\Gamma=\Gamma_0+\frac{\alpha cM}{3}\,\frac{\sum_\ell R_\ell}{|1-b|^2}.
\]

Define the bare electronic width \(\Gamma_{ee}\) as the width to one massless pair through an undressed photon. Then \(\Gamma_{ee}=\alpha cM/3\), or \(c=3\Gamma_{ee}/(\alpha M)\). Dressing has supplied the leptonic decays that were absent from \(\Gamma_0\).

Measure energy in half-widths, \(x=2(E-M)/\Gamma_0\). Close to the resonance \(V\simeq M\Gamma_0(x+i)\), so

\[
\frac{cs}{V}\simeq\frac{r}{x+i},\qquad r=\frac{cM}{\Gamma_0}=\frac{3\Gamma_{ee}}{\alpha\Gamma_0}.
\]

The smallness of \(\Gamma_{ee}/\Gamma_0\) competes with the factor \(3/\alpha\approx411\). Taking \(1-b\) outside,

\[
1-\Pi=(1-b)\,\frac{x+i-r/(1-b)}{x+i}.
\]

Set \(\rho={\rm Re}[r/(1-b)]\) and \(w=1-{\rm Im}[r/(1-b)]=\Gamma/\Gamma_0\). The squared modulus is

\[
|1-\Pi|^2=|1-b|^2f(x),\qquad f(x)=\frac{(x-\rho)^2+w^2}{x^2+1}. \tag{5}
\]

For the extrema, rewrite this as \((f-1)x^2+2\rho x+f-\rho^2-w^2=0\). Values of \(f\) are reached when \(x\) is real; the limits occur at zero discriminant, \(\rho^2=(f-1)(f-\rho^2-w^2)\). Expanding and cancelling \(\rho^2\) gives

\[
f^2-(1+\rho^2+w^2)f+w^2=0 .
\]

For small \(\rho\) and \(w\simeq1\), the solutions are \(f\simeq1\pm\rho\), at \(x\simeq\mp1\). The factor is high below the resonance and low above it.

**Q.** Please put numbers to that.

**A.** Take three model resonances with round parameters. L is light, M is in the middle and H is heavy and very narrow.

| | \(M\) (GeV) | \(\Gamma_0\) (MeV) | \(\Gamma_{ee}\) (keV) | \(r\) |
|---|---|---|---|---|
| L | 0.8 | 8 | 0.6 | 0.0308 |
| M | 1.0 | 4 | 1.25 | 0.128 |
| H | 3.0 | 0.08 | 5 | 25.7 |

For M, for example, \(r=3(0.00125)(137.036)/4=0.128\). I add one-loop electron, muon and tau polarization, with \(R_\ell=\beta(3-\beta^2)/2\) and \(\beta=\sqrt{1-4m_\ell^2/s}\). A hadronic continuum has four times this form with mass 2 GeV, so it opens at 4 GeV. To respect analyticity, the numerical resonance widths vary as \(\sqrt{s-s_h}\), with \(\sqrt{s_h}=0.3\) GeV, and equal \(\Gamma_0\) at \(s=M^2\). This spectrum is not a fit to hadronic data.

Near L, \(|1-\Pi|^2\) runs from 0.949 to 1.010. Relative to the background factor 0.979, that is a swing of about 3% either way. Near M it runs from 0.855 to 1.110 around a background of 0.974, or about 12% down and 14% up. Near H it runs from 0.0018 to 662. "Several percent" describes L, understates M and has no relevance to H.

**Q.** A factor of 662 cannot come from a sensible perturbative sum. At the bare mass of H you must have \(|\Pi|\) far above one.

**A.** It is 25.7, so the geometric series diverges there. Equation (1) survives because it came from a linear equation, not from convergence of the series. One can see this by treating photon and resonance as two coupled fields, with inverse-propagator matrix

\[
K=\begin{pmatrix}s(1-b)&\sqrt c\,s\\ \sqrt c\,s&V\end{pmatrix}.
\]

Its determinant is \(s(1-b)V-cs^2\), so the photon element of the inverse is

\[
(K^{-1})_{\gamma\gamma}=\frac{V}{s(1-b)V-cs^2}=\frac{1}{s(1-b-cs/V)}=\frac{1}{s(1-\Pi)} .
\]

No expansion has been made. Inverting the corresponding matrix with all three resonances reproduced the dressed production rate in each tested case, including energies at and near H.

The large factor has a simple meaning: the bare and dressed peaks lie at different energies. Equation (5) puts the dressed peak at \(x=\rho\), a displacement

\[
\Delta E=\frac{\rho\Gamma_0}{2}=\frac{3\Gamma_{ee}}{2\alpha}\,{\rm Re}\,\frac{1}{1-b}.
\]

For H this is 1.043 MeV, compared with a dressed full width of 0.090 MeV. At the bare mass the measured line is already far down its tail, so undressing must multiply it by hundreds. At the measured peak it must divide by hundreds. For M the displacement is 0.26 MeV in a width of 4 MeV, and the same effect appears as a modest tilt.

**Q.** Could I simplify matters by using the real running coupling, that is, by multiplying by \((1-{\rm Re}\,\Pi)^2\)?

**A.** That drops a term:

\[
|1-\Pi|^2=(1-{\rm Re}\,\Pi)^2+({\rm Im}\,\Pi)^2 .
\]

At the bare mass of M, \({\rm Re}\,\Pi=0.0131\) and \({\rm Im}\,\Pi=-0.1334\). The two terms are \(0.9739+0.0178=0.9917\), so the real version is 1.8% too low relative to the correct factor. At 6 MeV above the bare mass the values are 0.8987 and 0.8990, and the difference hardly matters. The modulus is needed wherever \({\rm Im}\,\Pi\) is not small compared with \(1-{\rm Re}\,\Pi\). This can happen even when \({\rm Im}\,\Pi\) itself is small: at the dressed peak of H it is only about \(-0.04\), but \(1-{\rm Re}\,\Pi\) nearly vanishes there, so the absorptive term supplies almost the whole factor.

**Q.** If the factor near M varies by more than ten percent, does my integral change by that much?

**A.** No. The factor mostly moves the peak, and the kernel in (3) barely changes over that distance. From (5), the dressed resonance spectral function is

\[
\frac{r/(x^2+1)}{|1-\Pi|^2}=\frac{r}{|1-b|^2\,[(x-\rho)^2+w^2]} .
\]

Its integral over \(x\) is \(\pi r/(|1-b|^2w)\), while the bare integral is \(\pi r\). Hence

\[
\frac{\text{dressed hadronic area}}{\text{bare hadronic area}}=\frac{1}{|1-b|^2}\,\frac{\Gamma_0}{\Gamma}. \tag{6}
\]

The displacement \(\rho\) has disappeared. What remains is the smooth background dressing and the fraction of decays that are hadronic. This holds for an isolated, narrow resonance whose width and displacement are small on the scale of the kernel, and with only leptonic channels open in \(b\), as for H in this model. Real narrow lines sit on an open hadronic continuum \(R_{\rm cont}\). The resonance then also decays to hadrons through the photon: \(\Gamma\) gains a term \(\Gamma_{ee}R_{\rm cont}/|1-b|^2\), and the dressed continuum develops a peak at the resonance. For a line with \(r\gg1\) the measured hadronic area then follows the full hadronic branching fraction, one minus the leptonic fraction, in place of \(\Gamma_0/\Gamma\).

For M, \(1/0.97391\) times \(4/4.00257\) is 1.0261; the full dispersion integral gives 1.0264. For H the background raises the area by 2.9%, but the hadronic fraction is only \(0.08/0.09029=0.886\). Their product is 0.912, so the measured hadronic area is too small.

At \(Q^2=1\ {\rm GeV}^2\), the contributions to the spacelike integral are:

| | bare \((10^{-4})\) | dressed \((10^{-4})\) | change |
|---|---|---|---|
| L | 1.870 | 1.911 | +2.2% |
| M | 2.564 | 2.631 | +2.6% |
| H | 0.685 | 0.625 | −8.8% |
| continuum | 1.509 | 1.574 | +4.3% |
| total | 6.627 | 6.741 | +1.7% |

The bare total agrees with the directly evaluated \(\Pi_{\rm had}(-Q^2)\). The dressed total does not. Its modest error conceals a cancellation: in units of \(10^{-6}\), the changes are \(+4.1+6.8-6.0+6.5=+11.4\). Another spectrum would give a different balance. The continuum also shows that undressing matters away from resonances.

**Q.** And if I add the dressed leptonic channels, does your claim about the reducible function hold numerically?

**A.** It does. At the same \(Q^2\), the complete 1PI polarization is \(\Pi=0.0133954\). Therefore

\[
D=\frac{0.0133954}{1-0.0133954}=0.0135772 ,
\]

and the dressed integral over all channels gives 0.0135772. The inverse procedure works too. Dressed data alone return an undressing factor of 1.1093 at 0.998 GeV and 661.4 at 3.000 GeV, in agreement with direct evaluation. The numerical output lists further points.

**Q.** Those were perfectly resolved model data. Suppose the beam-energy spread is much wider than H. What do I multiply by?

**A.** Not by \(|1-\Pi|^2\) at the nominal energy. The experiment supplies an average of \(\sigma\), whereas you need the average of \(|1-\Pi|^2\sigma\). When the factor changes by orders of magnitude inside the averaging interval, the second cannot be obtained from the first by one pointwise multiplication.

Use the resonance area instead. In the narrow limit \(1/(x^2+1)\to\pi\delta(x)\), and \(x\simeq(s-M^2)/(M\Gamma_0)\), so

\[
-{\rm Im}\,\Pi_{\rm res}\to\pi r M\Gamma_0\,\delta(s-M^2)=\frac{3\pi M\Gamma_{ee}}{\alpha}\,\delta(s-M^2).
\]

Equation (2) multiplies this by \(3/\alpha\):

\[
R_{\rm res}(s)=\frac{9\pi M\Gamma_{ee}}{\alpha^2}\,\delta(s-M^2),\qquad \Gamma_{ee}=|1-b|^2\,\Gamma_{ee}^{\rm phys}. \tag{7}
\]

The physical electronic width is the dressed one found in the total width above, with \(R_e\simeq1\). The undressing factor in (7) contains \(b\), the polarization without the resonance itself. Including the resonance in that factor would bring back the rapid variation that the area has already accounted for. Nor should (7) be multiplied by the hadronic branching fraction: the irreducible function contains the whole bare resonance, and its leptonic decays arise when the photon is dressed.

**Q.** So for broad structures I multiply the resolved cross section by \(|1-\Pi|^2\), and for a line narrower than my resolution I undress its electronic width with the background alone.

**A.** Yes, under the one-photon conditions stated for (1), and for (7) with a resonance that is isolated. In both cases the quantity entering (3) is the irreducible spectral function; the photon chain is summed once, afterwards.

## Calculated quantities

```
1/alpha = 137.035999; hadron threshold = 0.3 GeV
continuum: opens at 4.0 GeV, asymptotic R = 4.0
lepton masses e, mu, tau (GeV): 0.000510999, 0.105658, 1.77682
muon pairs at s = 0.08 GeV^2: R tree = 0.85020236, R cut = 0.85020236
L: M = 0.8 GeV, G0 = 8 MeV, bare Gee = 0.0006 MeV
  3 Gee/(alpha G0) = 0.03083; background |1-b|^2 = 0.97862
  |1-Pi|^2 minimum, maximum = 0.948637, 1.00961
  dressed/bare area: integral = 1.02188, law = 1.02169
  predicted peak shift = 0.12467 MeV, full width = 8.00123 MeV
M: M = 1.0 GeV, G0 = 4 MeV, bare Gee = 0.00125 MeV
  3 Gee/(alpha G0) = 0.12847; background |1-b|^2 = 0.97391
  |1-Pi|^2 minimum, maximum = 0.855487, 1.10964
  dressed/bare area: integral = 1.02640, law = 1.02613
  predicted peak shift = 0.26036 MeV, full width = 4.00257 MeV
H: M = 3.0 GeV, G0 = 0.08 MeV, bare Gee = 0.005 MeV
  3 Gee/(alpha G0) = 25.69425; background |1-b|^2 = 0.97157
  |1-Pi|^2 minimum, maximum = 0.00181442, 662.385
  dressed/bare area: integral = 0.91192, law = 0.91194
  predicted peak shift = 1.04269 MeV, full width = 0.09029 MeV
Across M: offset (MeV), Re Pi, Im Pi, |1-Pi|^2, (1-Re Pi)^2
  -6  -0.02508  -0.01758  1.05109  1.05078
  -2  -0.05098  -0.06893  1.10930  1.10455
  +0  +0.01314  -0.13335  0.99167  0.97389
  +2  +0.07749  -0.06931  0.85582  0.85102
  +6  +0.05200  -0.01788  0.89902  0.89870
H numerical peak shift = 1.04323 MeV, full width = 0.09036 MeV
H at bare mass: |Pi| = 25.6991
Undressing factor recovered from dressed data alone:
  E = 0.99800 GeV: 1.1093; direct 1.1093
  E = 1.00200 GeV: 0.855824; direct 0.855824
  E = 3.00000 GeV: 661.416; direct 661.416
  E = 3.00103 GeV: 0.00202459; direct 0.00202459
Spacelike integrals at Q^2 = 1.0 GeV^2 (dimensionless):
  L: bare = 1.8697949e-04, dressed = 1.9107135e-04, change = +2.188 %
  M: bare = 2.5638131e-04, dressed = 2.6314889e-04, change = +2.640 %
  H: bare = 6.8517424e-05, dressed = 6.2482244e-05, change = -8.808 %
  continuum: bare = 1.5085411e-04, dressed = 1.5738467e-04, change = +4.329 %
  hadronic Pi: closed form = 6.62732330e-04
  hadronic Pi: bare integral = 6.62732330e-04
  naive dressed hadronic integral = 6.74087146e-04
  naive error = +1.713 %
  total Pi = 1.33953654e-02
  1/(1-Pi)-1 = 1.35772374e-02
  dressed integral, all channels = 1.35772374e-02
```
